# Half-occupation eigenvalues and LSD ionization energies of He, Ne and Ar

## Question

I am writing a radial local-spin-density (LSD) program for atoms. My exercise asks for the outermost eigenvalue of He, Ne and Ar with **half an electron removed**, to be compared with total-energy differences and with measured ionization energies.

For the neutral atoms, minus the highest eigenvalue is 15.52 eV for He, 13.55 eV for Ne and 10.40 eV for Ar. The measured ionization energies are roughly 25, 22 and 16 eV, so these eigenvalues are useless as they stand.

Why should half an electron help, when no atom has half an electron? Which electron do I take it from, and what do I do with an open p shell? And if the half-occupation value differs from the total-energy difference, is my program wrong?

## Answer

The half-occupied atom is a point at which to evaluate a derivative, not a state that you would observe. To see this, follow the LSD energy while an electron is removed gradually. I use Hartree atomic units, a fixed point nucleus and no relativistic terms.

### What the program has to solve

Write an orbital as $\phi=u(r)Y_{lm}/r$, with $\int_0^\infty u^2\,dr=1$. The Laplacian acts on it as

$$
\nabla^2\left(\frac{u}{r}Y_{lm}\right)=\frac{1}{r}\left[u''-\frac{l(l+1)}{r^2}u\right]Y_{lm}.
$$

In a spherical potential the Kohn–Sham equation for spin $\sigma$ therefore becomes

$$
-\frac12u''+\left[\frac{l(l+1)}{2r^2}-\frac Zr+V_H+v_{xc,\sigma}\right]u=\varepsilon u .
$$

The potential is spherical only if the density is. Give the $2l+1$ orbitals of a shell equal occupations. Since $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$, a shell holding $f_i$ electrons then contributes $f_iu_i^2/(4\pi r^2)$ to the density. Define the radial densities

$$
\rho_\sigma=\sum_{i\in\sigma}f_iu_i^2=4\pi r^2n_\sigma,\qquad \rho=\rho_\uparrow+\rho_\downarrow .
$$

This answers the p-shell question within the spherical model: taking half an electron from a full spin-down p shell leaves $5/2$ electrons, or $5/6$ in each orbital. The model does not resolve the multiplet or spin–orbit levels of the ion.

In the closed-shell neutral atom the two spins are equivalent. I remove spin down, which becomes the minority spin:

- He: $1s_\uparrow^1\,1s_\downarrow^{1/2}$
- Ne: outer shell $2p_\uparrow^3\,2p_\downarrow^{5/2}$
- Ar: outer shell $3p_\uparrow^3\,3p_\downarrow^{5/2}$

For the electrostatic potential, put $U=rV_H$. Poisson's equation $\nabla^2V_H=-4\pi n$ reads $U''/r=-4\pi n$, so

$$
U''=-\frac{\rho}{r},\qquad U(0)=0,\qquad U(r_{\max})=N .
$$

The last condition says that outside the atom the $N$ electrons act as a point charge, $V_H=N/r$. Here $N$ may be fractional.

### The exchange–correlation potentials

The LSD exchange energy per volume is

$$
e_x=-\frac34\left(\frac6\pi\right)^{1/3}\left(n_\uparrow^{4/3}+n_\downarrow^{4/3}\right).
$$

Differentiation brings down a factor $4/3$, which cancels the $3/4$:

$$
v_{x,\sigma}=\frac{\partial e_x}{\partial n_\sigma}=-\left(\frac{6n_\sigma}{\pi}\right)^{1/3}.
$$

Correlation has energy $n\varepsilon_c(r_s,\zeta)$, with $r_s=(3/4\pi n)^{1/3}$ and $\zeta=(n_\uparrow-n_\downarrow)/n$. The chain rule needs

$$
\frac{\partial r_s}{\partial n_\sigma}=-\frac{r_s}{3n},\qquad
\frac{\partial\zeta}{\partial n_\uparrow}=\frac{1-\zeta}{n},\qquad
\frac{\partial\zeta}{\partial n_\downarrow}=-\frac{1+\zeta}{n}.
$$

Multiplying by the prefactor $n$ gives

$$
v_{c,\uparrow}=\varepsilon_c-\frac{r_s}{3}\frac{\partial\varepsilon_c}{\partial r_s}+(1-\zeta)\frac{\partial\varepsilon_c}{\partial\zeta},
$$

$$
v_{c,\downarrow}=\varepsilon_c-\frac{r_s}{3}\frac{\partial\varepsilon_c}{\partial r_s}-(1+\zeta)\frac{\partial\varepsilon_c}{\partial\zeta}.
$$

I use the Perdew–Wang parametrization of the correlation energy, whose fit parameters are listed in the program. Its spin dependence enters through $\zeta^4$ and

$$
F(\zeta)=\frac{(1+\zeta)^{4/3}+(1-\zeta)^{4/3}-2}{2^{4/3}-2},
$$

which will matter for He.

### The total energy

With $t_i=\int[\tfrac12u_i'^2+l_i(l_i+1)u_i^2/2r^2]\,dr$, the energy is

$$
E=\sum_if_it_i-Z\int\frac{\rho}{r}dr+\frac12\int\rho V_H\,dr+E_{xc}.
$$

Multiply each radial equation by $f_iu_i$, integrate and sum. Integration by parts turns $-\frac12\int u_iu_i''dr$ into $\frac12\int u_i'^2dr$, because $u_i$ vanishes at both ends. Thus

$$
\sum_if_i\varepsilon_i=\sum_if_it_i-Z\int\frac{\rho}{r}dr+\sum_\sigma\int\rho_\sigma(V_H+v_{xc,\sigma})dr .
$$

Solving for the first two terms on the right and inserting them in $E$ gives

$$
E=\sum_if_i\varepsilon_i-\frac12\int\rho V_H\,dr-\sum_\sigma\int\rho_\sigma v_{xc,\sigma}\,dr+E_{xc}.
$$

The eigenvalue sum counts each electron–electron repulsion twice, hence the $-\frac12$.

The loop is now: guess the potentials, solve for the $u_i$, build $\rho_\sigma$, solve Poisson's equation, form new potentials, mix them with the old ones, and repeat until input and output agree. Do this separately for each occupation. Keeping the neutral orbitals would omit relaxation.

### Why an eigenvalue is a slope

Let $f$ be the occupation of the outer spin-down shell, and differentiate the self-consistent energy with respect to $f$. There are two contributions.

First, $f$ appears explicitly as a weight. At fixed orbitals, $\partial\rho_\downarrow/\partial f=u^2$. The Hartree energy is quadratic in $\rho$ with a symmetric Coulomb kernel, so its derivative is $\int u^2V_H\,dr$, without the factor $\frac12$. The derivative of $E_{xc}$ is $\int u^2v_{xc,\downarrow}dr$. Therefore

$$
\left.\frac{\partial E}{\partial f}\right|_{\text{orbitals}}=t+\int u^2\left(-\frac Zr+V_H+v_{xc,\downarrow}\right)dr=\varepsilon .
$$

Second, all orbitals relax. Let $h_i$ be the radial Kohn–Sham operator for orbital $i$. For real orbitals this contributes

$$
\sum_i2f_i\int\frac{du_i}{df}\,h_iu_i\,dr
=\sum_if_i\varepsilon_i\frac{d}{df}\int u_i^2dr=0,
$$

since $h_iu_i=\varepsilon_iu_i$ and the norm stays equal to one. What remains is Janak's theorem, $dE/df=\varepsilon$. Relaxation has not been neglected: it drops out of the first derivative, while $\varepsilon$ itself is computed with relaxed orbitals.

Now let $q$ be the charge removed. Then $df=-dq$, so $dE/dq=-\varepsilon(q)$, and the LSD ionization energy is

$$
I=E(1)-E(0)=-\int_0^1\varepsilon(q)\,dq .
$$

The neutral eigenvalue gives the slope at the start of this path. The ionization energy is the average slope along it.

### Why the midpoint works

Set $g(q)=-\varepsilon(q)$ and $x=q-\frac12$. If $g$ is smooth over the interval,

$$
g=g_{1/2}+g'_{1/2}x+\frac12g''_{1/2}x^2+\cdots .
$$

Integrate from $x=-\frac12$ to $\frac12$. The linear term vanishes by symmetry, and $\int x^2dx=1/12$. Hence

$$
I=g_{1/2}+\frac{g''_{1/2}}{24}+\cdots=-\varepsilon(1/2)-\frac{\varepsilon''(1/2)}{24}+\cdots .
$$

To leading order, the error of the half-occupation value relative to the LSD energy difference is

$$
-\varepsilon(1/2)-I\simeq\frac{\varepsilon''(1/2)}{24}.
$$

The neutral eigenvalue does not have this cancellation. If $g=g_0+\eta q$, then $I=g_0+\eta/2$: the neutral value misses $\eta/2$, whereas the midpoint is correct.

Part of $\eta$ is easy to identify. With frozen orbitals, $V_H$ contains $f$ times the potential of the outer shell's own density $u^2$. Its contribution to $\varepsilon$ is $fJ$, where $J>0$ is the repulsion of $u^2$ with itself. Removing charge reduces this repulsion and makes $-\varepsilon$ larger. Exchange–correlation and relaxation modify the slope, but in the results below a large increase remains.

### Results

All energies here are in hartree.

| Quantity | He | Ne | Ar |
|---|---:|---:|---:|
| $-\varepsilon(0)$ | 0.5703 | 0.4979 | 0.3822 |
| $-\varepsilon(1/2)$ | 0.9026 | 0.8099 | 0.5835 |
| $-\varepsilon(1)$ | 1.0452 | 1.1535 | 0.7979 |
| $E(1)-E(0)$ | 0.8927 | 0.8152 | 0.5857 |

For neon, for example, the total energies give

$$
I=-127.41475-(-128.22992)=0.81517 .
$$

The integral of the eigenvalues, $-\int_0^1\varepsilon\,dq$, also gives 0.81517. At the midpoint, a finite difference of total energies gives a slope of 0.80994, against $-\varepsilon(1/2)=0.80993$. These two comparisons are good ways to debug your program. They test whether the energy and the potential belong together, not whether you have the intended functional. If you leave correlation out of both, Janak's theorem still holds, but the ionization energy of helium drops from 0.893 to 0.811 hartree. Simple equality of $-\varepsilon(1/2)$ and $I$ is not a valid test, because they are different quantities.

The neon midpoint error is $0.80993-0.81517=-0.00524$. The curvature estimate $\varepsilon''(1/2)/24$ is $-0.00522$. For argon, the error and the estimate are both $-0.00218$. So your program can be right although the two ionization energies differ.

The endpoints offer another check. For smooth $g$, to second order,

$$
\frac{g(0)+g(1)}2=g_{1/2}+\frac{g''_{1/2}}8 .
$$

Subtracting $I=g_{1/2}+g''_{1/2}/24$ leaves $g''_{1/2}/12$, which is $-2$ times the midpoint error. For neon the endpoint average is

$$
\frac{0.49785+1.15349}{2}=0.82567,
$$

which is 0.01050 above $I$. This is indeed about $-2\times(-0.00524)$.

### Helium is different

For helium the midpoint error is $+0.00991$, but the curvature estimate is $0.00561$, little more than half of it. The endpoint average is

$$
\frac{0.57026+1.04523}{2}=0.80775,
$$

which is 0.08494 below $I$. The smooth relation, $-2$ times the midpoint error, would put it only about 0.020 below, and $g''_{1/2}/12$ from the midpoint curvature only about 0.011 below.

The reason to distrust the expansion is that ionization empties the entire spin-down channel. Near the ion, $n_\downarrow=f|\phi_\downarrow|^2$ with $f=1-q\to0$. Exchange then gives

$$
v_{x,\downarrow}=-f^{1/3}\left(\frac{6|\phi_\downarrow|^2}{\pi}\right)^{1/3}.
$$

Correlation has the same power. At a fixed point in space $1-\zeta=2n_\downarrow/n$ is proportional to $f$, and

$$
F'(\zeta)=\frac43\,\frac{(1+\zeta)^{1/3}-(1-\zeta)^{1/3}}{2^{4/3}-2}
$$

contains $(1-\zeta)^{1/3}$. This derivative enters $v_{c,\downarrow}$ with the factor $-(1+\zeta)$, which tends to $-2$. In $v_{c,\uparrow}$ the factor is $1-\zeta$, so there the cube-root term is suppressed by a further power of $f$.

By first-order perturbation theory, the spin-down eigenvalue shifts by the expectation value of the change in its potential. Hence

$$
\varepsilon(f)-\varepsilon(0)\propto f^{1/3}\qquad(f\to0),
$$

where the argument is now the occupation. The derivative of $\varepsilon$ diverges at this endpoint, although $\varepsilon$ and its integral remain finite. Self-consistent calculations between $f=10^{-6}$ and $10^{-5}$ give an exponent of 0.334, in agreement with $1/3$.

A pure cube root, $g=f^{1/3}$, shows what this does to the midpoint rule. The sign is that of the exchange term, which lowers $\varepsilon$ and so raises $g=-\varepsilon$ as $f$ grows from zero. Its midpoint value minus its integral is

$$
\left(\frac12\right)^{1/3}-\int_0^1f^{1/3}df=2^{-1/3}-\frac34\approx0.044 .
$$

The second derivative of $f^{1/3}$ is $-\frac29f^{-5/3}$, so the leading estimate of that error is

$$
\frac1{24}\cdot\frac29\cdot2^{5/3}\approx0.029 .
$$

It is too small by about a third. The full helium eigenvalue also contains smooth terms and relaxation, so this model explains why the estimate is unreliable, not the precise value 0.00991.

If you integrate the helium eigenvalues numerically, substitute $f=t^3$, so that $f^{1/3}=t$ and $df=3t^2dt$:

$$
I=-\int_0^1\varepsilon(f=t^3)\,3t^2\,dt .
$$

This removes the cube-root singularity. The result is 0.89269 hartree, the same as the total-energy difference. Thus Janak's theorem still works for helium; it is the short Taylor expansion that is poor.

In neon and argon the outer spin-down shell goes from three electrons to two. That channel never empties, and this endpoint cusp is absent.

### Comparison with measured values

Multiplying by 27.2114 eV per hartree gives, for helium, $0.90260\times27.2114=24.56$ eV. All three atoms, in eV:

| Quantity | He | Ne | Ar |
|---|---:|---:|---:|
| $-\varepsilon(0)$ | 15.52 | 13.55 | 10.40 |
| $-\varepsilon(1/2)$ | 24.56 | 22.04 | 15.88 |
| $E(1)-E(0)$ | 24.29 | 22.18 | 15.94 |
| Measured, rough | 25 | 22 | 16 |

The neutral eigenvalues are too small by roughly 9, 8 and 6 eV. Half occupation removes most of that discrepancy. Relative to the LSD energy differences, its errors are $+0.27$, $-0.14$ and $-0.06$ eV.

Do not use this table to decide whether half occupation or the energy difference is closer to experiment. The measured values are rounded to whole electronvolts, which can shift them by up to 0.5 eV, more than the two calculated values differ. A sharper comparison would need precise measured values and, for Ne and Ar, a decision about which level of the ion is meant.

There are two separate errors here. The midpoint error is $-\varepsilon(1/2)-I_{\rm LSD}$. The error of the model is $I_{\rm LSD}-I_{\rm measured}$, and evaluating the LSD integral more accurately cannot remove it.

The helium ion makes the second error visible. With one electron and $Z=2$, its exact nonrelativistic energy is $-Z^2/2=-2$ hartree. LSD gives $-1.9418$, which is 0.058 hartree, or about 1.6 eV, too high. A single electron has no other electron to repel it, so $E_{xc}$ should cancel its Hartree energy. In LSD the cancellation is incomplete: this is self-interaction error.

Yet the LSD ionization energy of helium is within about 1 eV of the rough measured value. The error of $I$ is the error of the ion energy minus the error of the neutral energy. A measured value between 24.5 and 25.5 eV makes the LSD value 24.29 eV too low by about 0.2 to 1.2 eV, so the neutral energy is too high by about $1.6+0.2=1.8$ to $1.6+1.2=2.8$ eV. Both total energies err in the same direction, and much of the error cancels in the difference. A good ionization energy does not show that the two total energies are equally good.

For your report, I would list $-\varepsilon(0)$, $-\varepsilon(1/2)$ and $E(1)-E(0)$ separately, and state the functional and the spherical occupations. The numerical check also compares the half-occupied states with independent Gaussian-basis calculations.

## Numbers as computed

```
hartree in eV: 27.211386
He E neutral: -2.83446 hartree
He E ion: -1.94176 hartree
He E(1)-E(0): 0.89269 hartree
He -eps(q=0): 0.57026 hartree
He -eps(q=1/2): 0.90260 hartree
He -eps(q=1): 1.04523 hartree
He dE/dq at q=1/2, differences: 0.90259 hartree
He -integral of eps dq: 0.89269 hartree
He midpoint error: 0.00991 hartree
He leading estimate eps''/24: 0.00561 hartree
He -eps(1/2), Gaussian basis: 0.90260 hartree
He -eps(q=0): 15.52 eV
He -eps(q=1/2): 24.56 eV
He E(1)-E(0): 24.29 eV
He measured, rough input: 25 eV
Ne E neutral: -128.22992 hartree
Ne E ion: -127.41475 hartree
Ne E(1)-E(0): 0.81517 hartree
Ne -eps(q=0): 0.49785 hartree
Ne -eps(q=1/2): 0.80993 hartree
Ne -eps(q=1): 1.15349 hartree
Ne dE/dq at q=1/2, differences: 0.80994 hartree
Ne -integral of eps dq: 0.81517 hartree
Ne midpoint error: -0.00524 hartree
Ne leading estimate eps''/24: -0.00522 hartree
Ne -eps(1/2), Gaussian basis: 0.80993 hartree
Ne -eps(q=0): 13.55 eV
Ne -eps(q=1/2): 22.04 eV
Ne E(1)-E(0): 22.18 eV
Ne measured, rough input: 22 eV
Ar E neutral: -525.93979 hartree
Ar E ion: -525.35412 hartree
Ar E(1)-E(0): 0.58567 hartree
Ar -eps(q=0): 0.38222 hartree
Ar -eps(q=1/2): 0.58349 hartree
Ar -eps(q=1): 0.79787 hartree
Ar dE/dq at q=1/2, differences: 0.58349 hartree
Ar -integral of eps dq: 0.58567 hartree
Ar midpoint error: -0.00218 hartree
Ar leading estimate eps''/24: -0.00218 hartree
Ar -eps(1/2), Gaussian basis: 0.58349 hartree
Ar -eps(q=0): 10.40 eV
Ar -eps(q=1/2): 15.88 eV
Ar E(1)-E(0): 15.94 eV
Ar measured, rough input: 16 eV
He cusp exponent, f from 1e-6 to 1e-5: 0.334
Ar change of eps(1/2) on finer mesh: 1.7e-10 hartree
```
